\section*{Why Hall Mobility Can Contain Grain-Boundary Resistance}

\section{The belief and the two measured quantities}

\textbf{Q.} I have a polycrystalline semiconductor film with conducting grains and resistive boundaries. I take its Hall mobility as the mobility inside the grains. The Hall voltage is transverse, and no net current flows in that direction, so the barriers should not enter. Is that sound?

\textbf{A.} The argument concerns the Hall voltage, but a Hall mobility is made from two voltages. Let $R_H$ be the Hall coefficient of the film and $\rho$ its resistivity. For one band of electrons, with the Hall factor set to one,
\begin{equation}
 n_H=\frac{1}{e|R_H|},\qquad
 \mu_H=\frac{|R_H|}{\rho}=\frac{1}{e\,n_H\,\rho}.
 \label{eq:def}
\end{equation}
The density $n_H$ uses the transverse voltage. The mobility $\mu_H$ also uses $\rho$, which comes from the longitudinal voltage between two probes. If the current crosses boundaries between those probes, their voltage drops are part of $\rho$.

\textbf{Q.} Then $R_H$ might contain the boundaries too, and they might cancel in the ratio.

\textbf{A.} That has to be calculated. We need the local law first. An electron with mean velocity $\mathbf v$, mass $m$ and relaxation time $\tau$ obeys the steady force balance
\begin{equation}
 -e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}=0 .
\end{equation}
Here $-e\mathbf E$ includes the diffusion force, so $\mathbf E$ is the gradient field of the electrochemical potential, which is what contacts measure. Put $\mu=e\tau/m$ and $\mathbf v=-\mathbf j/(en)$, and solve for $\mathbf E$:
\begin{equation}
 \mathbf E=-\frac{\mathbf v}{\mu}-\mathbf v\times\mathbf B
 =\frac{\mathbf j}{en\mu}+\frac{\mathbf j\times\mathbf B}{en}
 =\rho\,\mathbf j-R\,\mathbf j\times\mathbf B,
 \label{eq:local}
\end{equation}
with $\rho=1/(en\mu)$ and $R=-1/(en)$. For $\mathbf B=B\hat{\mathbf z}$ we have $\mathbf j\times\mathbf B=(Bj_y,-Bj_x)$ in the film plane, hence
\begin{equation}
 E_x=\rho j_x-RBj_y,\qquad E_y=\rho j_y+RBj_x .
 \label{eq:components}
\end{equation}
I assume a weak field, $\mu B\ll1$, and linear response, so the voltage across each boundary is small compared with $kT/e$.

\section{Layers crossed in series}

\textbf{Q.} What is the simplest case with a boundary in it?

\textbf{A.} Take layers normal to $x$, with area fractions $f_i$, and drive the current along $x$. Let the film be much wider than a layer is thick, so that its edges do not matter. All fields then depend on $x$ alone. Charge conservation gives $\partial_xj_x=0$, and $\partial_xE_y=\partial_yE_x=0$ because $\mathbf E$ is a gradient. Thus $j_x$ and $E_y$ are common to all layers. With $\sigma_i=1/\rho_i$, the second part of Eq.~\eqref{eq:components} gives
\begin{equation}
 j_{y,i}=\sigma_i(E_y-R_iBj_x).
\end{equation}
No net transverse current means $\sum_if_ij_{y,i}=0$. Therefore
\begin{equation}
 R_H=\frac{E_y}{Bj_x}=\frac{\sum_if_i\sigma_iR_i}{\sum_if_i\sigma_i},
 \qquad |R_H|=\frac{\sum_if_i\mu_i}{\sum_if_i\sigma_i},
 \label{eq:layers}
\end{equation}
since $\sigma_i|R_i|=\mu_i$. For the longitudinal voltage, average $E_x=\rho_ij_x-R_iBj_{y,i}$. The last term is of order $B^2$, because $j_{y,i}$ is itself proportional to $B$. To first order,
\begin{equation}
 \rho=\sum_if_i\rho_i .
 \label{eq:series}
\end{equation}

\textbf{Q.} So the two averages are different.

\textbf{A.} Yes. The resistivity weights each layer by its thickness, and a thin layer can dominate if it is resistive enough. The Hall coefficient carries an extra weight $\sigma_i$, which favours the conducting grains. The boundary does generate a large Hall field $R_bBj_x$, but the grains beside it hold $E_y$ near their own value. The difference drives a small transverse current in the boundary, which returns through the grains.

\textbf{Q.} Give me numbers.

\textbf{A.} I choose round model parameters for no particular material. The grains have $n_g=10^{17}\,\mathrm{cm^{-3}}$ and $\mu_g=40\,\mathrm{cm^2/(V\,s)}$. The boundaries are walls of thickness $\delta=5$ nm repeated with period $L=1000$ nm, so $f=\delta/L=0.005$. In them $\mu_b=20\,\mathrm{cm^2/(V\,s)}$, and the conduction band is raised by $\Phi=0.13$ eV. For nondegenerate electrons at 300 K, where $kT=0.02585$ eV,
\begin{equation}
 \frac{n_g}{n_b}=e^{\Phi/kT}=152.7,\qquad
 \frac{\rho_b}{\rho_g}=\frac{n_g\mu_g}{n_b\mu_b}=152.7\times\frac{40}{20}=305.4 .
\end{equation}
For the layers, Eqs.~\eqref{eq:series} and \eqref{eq:layers} then give
\begin{align}
 \frac{\rho}{\rho_g}&=0.995+0.005\times305.4=2.522,\\
 \frac{R_H}{R_g}&=\frac{0.995+0.005\times20/40}{0.995+0.005/305.4}=1.0025 .
\end{align}
The resistivity has risen by a factor of 2.5 and the Hall coefficient by a quarter of one per cent. Nothing cancels in $\mu_H$.

\section{Walls on all sides of a grain}

\textbf{Q.} Real grains have boundaries on all sides. The transverse direction now has barriers as well, and the Hall coefficient of the walls is 153 times that of the grains. Why should $n_H$ survive?

\textbf{A.} Consider a columnar film: the boundaries run through its whole thickness, so the problem is two-dimensional. Let the pattern be periodic, with a film response that is isotropic in the plane. I write $\rho_\ell(\mathbf r)$ and $R_\ell(\mathbf r)$ for the local coefficients and keep $\rho$ and $R_H$ for the film. Angle brackets are area averages over a period.

One identity does most of the work. Let $\mathbf a$ be periodic and free of divergence, and let $\mathbf c=\langle\mathbf c\rangle-\nabla\chi$ be free of curl, with $\chi$ periodic. Then
\begin{equation}
 \langle\mathbf a\cdot\mathbf c\rangle
 =\langle\mathbf a\rangle\cdot\langle\mathbf c\rangle
 -\langle\nabla\cdot(\chi\mathbf a)\rangle
 =\langle\mathbf a\rangle\cdot\langle\mathbf c\rangle ,
 \label{eq:hill}
\end{equation}
because the average of the divergence of a periodic vector vanishes.

Let $\mathbf J^1$ and $\mathbf J^2$ be the current patterns at $B=0$ with averages $\hat{\mathbf x}$ and $\hat{\mathbf y}$. Their fields $\mathbf E^a=\rho_\ell\mathbf J^a$ have averages $\rho\hat{\mathbf x}$ and $\rho\hat{\mathbf y}$. Now switch on $B$ and keep the average current $\langle\mathbf j\rangle=\hat{\mathbf x}$. By the definition of $R_H$, $\langle E_y\rangle=R_HB$. Apply Eq.~\eqref{eq:hill} to $\mathbf J^2$ and $\mathbf E$, then insert the local law:
\begin{equation}
 R_HB=\langle\mathbf J^2\cdot\mathbf E\rangle
 =\langle\rho_\ell\,\mathbf J^2\cdot\mathbf j\rangle
 -\langle R_\ell\,\mathbf J^2\cdot(\mathbf j\times\mathbf B)\rangle .
\end{equation}
The first term is $\langle\mathbf E^2\cdot\mathbf j\rangle=\rho\,\hat{\mathbf y}\cdot\hat{\mathbf x}=0$, again by Eq.~\eqref{eq:hill}. The second already has a factor $B$, so to first order $\mathbf j$ may be replaced by $\mathbf J^1$. Since
\begin{equation}
 \mathbf J^2\cdot(\mathbf J^1\times\mathbf B)
 =B(J^2_xJ^1_y-J^2_yJ^1_x)=-BD,\qquad
 D=J^1_xJ^2_y-J^1_yJ^2_x ,
\end{equation}
the two minus signs combine to give
\begin{equation}
 R_H=\langle R_\ell D\rangle .
 \label{eq:det}
\end{equation}

\textbf{Q.} So a region counts only if both current patterns pass through it, and in different directions.

\textbf{A.} That is the content of $D$. A plain area average would be wrong. The walls cover 0.997\% of the area, and averaging $R_\ell$ over area would give $R_H/R_g=2.51$. What matters is the integral of $D$ over each phase, $w_g$ for grains and $w_b$ for walls.

In two dimensions these weights follow from the film resistivity. The rotated vector $\mathbf K=(J^2_y,-J^2_x)$ has curl $-\partial_xJ^2_x-\partial_yJ^2_y=0$ and average $\hat{\mathbf x}$, and $D=\mathbf J^1\cdot\mathbf K$. Equation~\eqref{eq:hill} gives $\langle D\rangle=1$. Likewise
\begin{equation}
 \rho_\ell^2D=E^1_xE^2_y-E^1_yE^2_x=\mathbf K'\cdot\mathbf E^2,\qquad
 \mathbf K'=(-E^1_y,E^1_x).
\end{equation}
The divergence of $\mathbf K'$ is $-\partial_xE^1_y+\partial_yE^1_x=0$, and its average is $\rho\hat{\mathbf y}$. Hence $\langle\rho_\ell^2D\rangle=\rho^2$. For two phases these statements read
\begin{equation}
 w_g+w_b=1,\qquad \rho_g^2w_g+\rho_b^2w_b=\rho^2 .
\end{equation}
Eliminating $w_g$ and using Eq.~\eqref{eq:det},
\begin{equation}
 w_b=\frac{\rho^2-\rho_g^2}{\rho_b^2-\rho_g^2},\qquad
 R_H=R_g+(R_b-R_g)\,w_b .
 \label{eq:two}
\end{equation}
At weak field this holds for any isotropic two-phase pattern in the plane with $\rho_b\neq\rho_g$, whatever the shape of the grains. If the two resistivities are equal, the currents are uniform, $D=1$, and $R_H$ is the plain area average.

\section{The thin-wall limit}

\textbf{Q.} I still need $\rho$ for my grains.

\textbf{A.} Take square grains with closed walls, $f\ll1$ and $\rho_b\gg\rho_g$. To leading order in $f$ the current is uniform and crosses one wall per period. The voltage per period is $\rho_gjL+\rho_bj\delta$, so
\begin{equation}
 \rho=\rho_g(1+r),\qquad r=f\frac{\rho_b}{\rho_g}.
 \label{eq:r}
\end{equation}
Here $r$ need not be small. Put this into Eq.~\eqref{eq:two}, neglecting $\rho_g^2$ beside $\rho_b^2$:
\begin{equation}
 w_b\simeq\frac{(1+r)^2-1}{(\rho_b/\rho_g)^2}
 =\frac{2r+r^2}{(\rho_b/\rho_g)^2}
 =2f\frac{\rho_g}{\rho_b}+f^2 .
\end{equation}
Now multiply by $R_b/R_g=n_g/n_b$, neglecting one beside this ratio. Since $(R_b/R_g)(\rho_g/\rho_b)=\mu_b/\mu_g$,
\begin{equation}
 \frac{R_H}{R_g}\simeq1+2f\frac{\mu_b}{\mu_g}+f^2\frac{n_g}{n_b}.
 \label{eq:thin}
\end{equation}

\textbf{Q.} Where do the two corrections come from?

\textbf{A.} Estimate $D$ in the walls. A wall normal to $x$ carries the full $\mathbf J^1$ across it. Along it, $\mathbf J^2$ is driven by the field of the neighbouring grain and is therefore about $\rho_g/\rho_b$. So $D\simeq\rho_g/\rho_b$ on an area $f$. The walls normal to $y$ contribute equally, which gives the first term of $w_b$. Where two walls cross, each drive puts a full wall voltage across the distance $\delta$. Both currents are then of order one in the crossing and in the nearby parts of the walls, so $D$ is of order one on an area of order $f^2$. This explains the size of the second term; its coefficient comes from the calculation above.

For our film the corrections are $2\times0.005\times0.5=0.0050$ and $0.005^2\times152.7=0.0038$. Equation~\eqref{eq:thin} gives $R_H/R_g=1.0088$. A finite-element solution of the conduction equations, with the magnetic terms kept, also gives 1.0088, and $\rho/\rho_g=2.529$ against $1+r=2.527$. Both agreements were tested, as was the determinant average \eqref{eq:det}; the values are in the numerical output.

\textbf{Q.} Then what would my Hall measurement report?

\textbf{A.} It would report $n_H=10^{17}/1.0088=9.91\times10^{16}\,\mathrm{cm^{-3}}$, within 1\% of the grain density. The film resistivity is $1.560\times2.529=3.95\,\Omega\,\mathrm{cm}$, where $1.560\,\Omega\,\mathrm{cm}$ is that of the grains. The mobility is
\begin{equation}
 \mu_H=\mu_g\frac{R_H/R_g}{\rho/\rho_g}
 =40\times\frac{1.0088}{2.529}\simeq16\,\mathrm{cm^2/(V\,s)}
 =1.6\times10^{-3}\,\mathrm{m^2/(V\,s)} .
\end{equation}
You would have called this the grain mobility, which is 40. When both corrections in Eq.~\eqref{eq:thin} are negligible,
\begin{equation}
 \mu_H\simeq\frac{\mu_g}{1+r},\qquad
 \frac1{\mu_H}\simeq\frac1{\mu_g}+\frac{f\,n_g}{n_b\,\mu_b},
 \label{eq:mu}
\end{equation}
because $r/\mu_g=f\rho_b/(\rho_g\mu_g)=f\,n_g/(n_b\mu_b)$. The last term is the boundary resistance expressed as an inverse mobility.

\textbf{Q.} Is my belief ever right?

\textbf{A.} It is right when $r\ll1$, since then $\mu_H\simeq\mu_g$. The reason is that the walls add little resistance, not that the Hall method removes them. One pair of values $\rho$ and $R_H$ cannot tell you whether you are in this case: every combination of $\mu_g$ and $r$ with the same $\mu_g/(1+r)$ gives the same $\mu_H$.

\section{Temperature}

\textbf{Q.} Would a temperature sweep reveal the barriers?

\textbf{A.} In this model it does. Keep $n_g$, $\mu_g$ and $\mu_b$ constant, so that the barrier supplies the whole temperature dependence, and stay where both corrections in Eq.~\eqref{eq:thin} are small. With $\beta=1/kT$,
\begin{equation}
 r=f\frac{\mu_g}{\mu_b}e^{\beta\Phi},\qquad \frac{dr}{d\beta}=\Phi r .
\end{equation}
Differentiating $\ln\mu_H=\ln\mu_g-\ln(1+r)$ gives the apparent activation energy
\begin{equation}
 E_a=-\frac{d\ln\mu_H}{d\beta}=\Phi\,\frac{r}{1+r}.
 \label{eq:ea}
\end{equation}
At 300 K this is $0.13\times1.527/2.527=0.0786$ eV, well below the barrier height of 0.13 eV. It tends to zero when the grains dominate the resistance. When the walls dominate, it comes close to $\Phi$ only if $r\gg1$ while the crossing term $f^2n_g/n_b$ is still far below one. Our film does not get that far. At 200 K it has $r=18.9$ and a crossing term of 0.047; the growth of $R_H$ then takes about $0.04\,\Phi$ from Eq.~\eqref{eq:ea} and leaves $E_a\simeq0.90\,\Phi$, which is near its largest value. On stronger cooling the crossing term takes over in this model: the Hall density becomes activated, and the Hall mobility levels off.

The field solution gives 0.0781 eV. The small difference comes from the crossings, whose term in Eq.~\eqref{eq:thin} also grows as $e^{\beta\Phi}$. It raises $\ln|R_H|$ at the rate $0.13\times0.0038/1.0088\simeq0.0005$ eV, which is subtracted from $E_a$.

Between 250 and 350 K, $\mu_H$ rises from 7.8 to $23.1\,\mathrm{cm^2/(V\,s)}$, a factor of 2.9. Over the same range $n_H$ changes by less than 1\%, from $9.85$ to $9.93\times10^{16}\,\mathrm{cm^{-3}}$. A nearly constant Hall density with an activated Hall mobility is what series walls produce here. In a real film $\mu_g$ may itself depend on temperature. By Eq.~\eqref{eq:mu}, where the last term does not contain $\mu_g$, this would add $-(d\ln\mu_g/d\beta)/(1+r)$ to Eq.~\eqref{eq:ea}.

\section{Openings and thick walls}

\textbf{Q.} Suppose the walls are not closed, and current can find a way around them.

\textbf{A.} Then the series law \eqref{eq:r} fails, but Eq.~\eqref{eq:two} does not need it. Give each wall a central opening of grain material, one tenth of a period wide. The field solution yields $\rho/\rho_g=1.638$ instead of 2.529; a finer mesh raises it by about 0.001. The wall weight follows as
\begin{equation}
 w_b=\frac{1.638^2-1}{305.4^2-1}=1.8\times10^{-5},\qquad
 \frac{R_H}{R_g}=1+151.7\times1.8\times10^{-5}=1.003 .
\end{equation}
The solved Hall density is indeed $0.997\,n_g$, and $\mu_H=24.5\,\mathrm{cm^2/(V\,s)}$. The density still follows the grains, while the mobility remains below 40. The remaining excess resistance depends both on the crowding of current at the openings, which raises it, and on the leakage through the walls, which lowers it; I have not separated them.

\textbf{Q.} Is it then enough that the walls are thin compared with the grains?

\textbf{A.} No. The crossing term requires $f^2n_g/n_b\ll1$ as well, and the density ratio can be very large. Take $\delta=100$ nm and $\Phi=0.20$ eV, with everything else unchanged. Now $f=0.1$, $n_g/n_b=2290$ and $f^2n_g/n_b=22.9$. The field solution gives $\rho/\rho_g=472$ and $n_H=0.0395\,n_g$. The Hall density is 25 times too small for the grains, although the grains still fill 81\% of the area.

\textbf{Q.} What does the Hall mobility mean in that case?

\textbf{A.} Let the crossings dominate Eq.~\eqref{eq:thin} and the walls dominate Eq.~\eqref{eq:r}. Then
\begin{equation}
 n_H\simeq\frac{n_b}{f^2},\qquad
 \mu_H\simeq\mu_g\,\frac{f^2n_g/n_b}{f\,n_g\mu_g/(n_b\mu_b)}=f\mu_b .
\end{equation}
Neither result is a property of the grains, and neither is the local value in the walls. The estimate $f\mu_b=0.1\times20=2\,\mathrm{cm^2/(V\,s)}$ compares with 2.15 from the field solution. Part of the difference is the leading 1 in Eq.~\eqref{eq:thin}, which was dropped although it is about 4\% of the crossing term 22.9. The rest comes from corrections of relative order $f=0.1$.

\textbf{Q.} Which parts of this depend on your model of the wall?

\textbf{A.} The activated form of $r$ does. It uses Boltzmann statistics. Degeneracy is weak here: for an effective mass of 0.3 electron masses, Fermi--Dirac integrals give $n_g/n_b=151.4$ instead of 152.7. It also assumes local ohmic conduction in the wall. The nominal mean free path there, about 0.7 nm, is short compared with the thickness of 5 nm, but it is also short compared with the thermal wavelength $h/\sqrt{2\pi mkT}$ of about 8 nm, and so is the mean free path of about 1.5 nm in the grains. The picture of nearly free electrons is then not justified, and the mobilities and the wall density should be read as inputs of the model. I have left out tunnelling and band bending. Through a barrier as thin as 5 nm, tunnelling can carry a current comparable with the thermal one already at room temperature and can dominate on cooling, so the activated $r$ need not hold for such a wall in a real film. For a rectangular barrier with the same mass and no scattering, the tunnel conductance is about equal to the wall conductance of the model at 300 K and about five times larger at 200 K. Band bending matters in real films whose barriers come from charge trapped at the boundary. Such a barrier is as wide as the depletion layers: for $\Phi=0.13$ eV, $n_g=10^{17}\,\mathrm{cm^{-3}}$ and a relative permittivity of 10, about 38 nm on each side. A sharp wall of 5 nm does not describe it. The two depletion layers remove about 7\% of the electrons of a 1000 nm period for each family of boundaries. With a uniform mobility the Hall density then lies about 15\% below $n_g$, not 1\%. Equation~\eqref{eq:two} needs less: two phases with local linear conduction, an isotropic columnar pattern and a weak field. In grains stacked through the thickness the current is no longer two-dimensional, and the relation for $\rho^2$ cannot be carried over.

\textbf{Q.} So I should report my value as the mobility of the film.

\textbf{A.} Yes. In a columnar film that fits this model, with any depletion layers also thin compared with the grains, you may also report the density as that of the grains, provided that both corrections in Eq.~\eqref{eq:thin} are small and that the Hall factor, set to one here, is close to one or has been corrected for. For nondegenerate electrons in a parabolic band it is 1.18 with acoustic-phonon scattering and 1.93 with ionized-impurity scattering, which changes the density far more than the thin walls do. To call the mobility a grain property you need separate evidence that $r\ll1$, or a resistivity measured inside a grain. With $\rho_g$ in place of $\rho$, the ratio in Eq.~\eqref{eq:def} becomes $|R_H|/\rho_g=1.0088\,\mu_g$ for the thin closed walls, and the boundary resistance has dropped out.

\section*{Values computed for the example and the checks}
\begin{verbatim}
grain density n_g = 1.000e+17 cm^-3
grain mobility = 40.0, wall mobility = 20.0 cm^2/(V s)
grain period L = 1000 nm, wall thickness = 5.0 nm
thickness ratio f = 0.0050
barrier = 0.130 eV, T = 300 K, B = 1.0 T
kT = 0.02585 eV, mu_g*B = 0.0040
effective mass = 0.30 m_e, N_c = 4.123e+18 cm^-3
mean free path in wall = 0.73 nm
n_g/n_b Boltzmann = 152.72, Fermi-Dirac = 151.43
wall density n_b = 6.548e+14 cm^-3
rho_b/rho_g = 305.45, series ratio r = 1.5272
grain resistivity = 1.5604 ohm cm
film resistivity (field solution) = 3.9467 ohm cm
rho/rho_g: field solution 2.5294, series law 2.5272
layers: rho/rho_g = 2.5222, formula 2.5222
layers: R_H/R_g = 1.00250, formula 1.00250
R_H/R_g: field solution 1.00878, two-phase 1.00878
R_H/R_g thin-wall formula = 1.00882
correction along walls = 0.00500, crossings = 0.00382
wall area fraction = 0.00997, wall Hall weight = 5.785e-05
plain area average of R/R_g = 2.513
Hall density n_H = 9.9130e+16 cm^-3
Hall mobility: field solution = 15.95 cm^2/(V s)
Hall mobility: mu_g/(1+r) = 15.83 cm^2/(V s)
T = 250 K: n_H = 9.8480e+16 cm^-3, mu_H = 7.84 cm^2/(V s)
T = 350 K: n_H = 9.9326e+16 cm^-3, mu_H = 23.07 cm^2/(V s)
activation energy near 300 K: field solution = 0.0781 eV
activation energy formula = 0.0786 eV
openings: width = 0.1 of grain period in each wall
openings: rho/rho_g = 1.638, n_H/n_g = 0.997
openings: mu_H = 24.5 cm^2/(V s)
thick walls: 100 nm, barrier 0.20 eV
thick walls: f = 0.10, n_g/n_b = 2290
thick walls: f^2*n_g/n_b = 22.9
thick walls: rho/rho_g = 472, n_H/n_g = 0.0395
thick walls: mu_H = 2.15 cm^2/(V s)
\end{verbatim}
